# Valence Offsets from Bulk Band Edges and an Interface Step

## 1. Four differences and one offset

Two model crystals, A and B, are calculated separately, and their valence band edges are subtracted. With the potential zero of each crystal at its cell mean, the difference is $0.749$ eV. With the zeros at the cell boundaries it is $3.602$ eV, and with the zeros at the ion planes it is $-4.791$ eV. Raising the potential of A by 7 eV from the first choice gives $7.749$ eV. Neither crystal has changed. When each edge is measured from a reference potential of its own crystal, and the step of that reference across the interface is added from one interface calculation, all four cases give the same valence offset, $3.406$ eV.

In a gate stack, A would take the role of the channel and B that of the dielectric; the analogy concerns the roles only, not the numbers of the model. Their offset is the barrier that a hole at the valence edge of A meets at B, so it cannot depend on a bookkeeping choice. These notes derive the combination that is free of such choices.

All potentials here are potential energies of an electron, and

$$
\Delta E_v=E_v^A-E_v^B .
$$

A positive $\Delta E_v$ means that the valence edge of A is higher. Energies are given in eV and lengths in bohr. Digits beyond 0.01 eV serve to check identities within the model; they do not claim that accuracy for a material.

## 2. Why a bulk calculation has no absolute edge

Let a bulk calculation of crystal X solve

$$
H_X\psi=\varepsilon\psi,\qquad H_X=T+V_X ,
$$

where $T$ is the kinetic energy and $V_X$ contains all potential terms, including any nonlocal pseudopotential. Add a constant $\alpha$:

$$
(H_X+\alpha)\psi=H_X\psi+\alpha\psi=(\varepsilon+\alpha)\psi .
$$

The state is unchanged and its energy moves by $\alpha$. At fixed electron number the occupied states, and hence the density, are also unchanged, so the shifted solution is equally self-consistent.

For a finite body, the potential far outside could fix the constant. An infinite crystal has no outside. Its periodic Poisson problem determines the electrostatic potential up to a constant, which must be fixed by a convention, such as a zero cell mean. Two separate bulk calculations therefore contain two unrelated constants, and $\varepsilon_A-\varepsilon_B$ carries their difference.

## 3. The decomposition

Now take one calculation that contains both crystals and their interface. Four assumptions enter.

1. Bulk and interface calculations use the same Hamiltonian, pseudopotentials and numerical settings.
2. Each bulk crystal has the strain and structure that it has in the layer.
3. Each layer is thick enough to contain a bulk-like region.
4. There is no macroscopic field there.

Deep inside X the density is then that of the bulk crystal, and the potential can differ from the bulk potential by a constant only:

$$
V_{\rm int}(\mathbf r)=V_X(\mathbf r)+c_X .
$$

By the argument of Section 2, the valence edge of this region on the energy scale of the interface calculation is

$$
E_v^X=\varepsilon_X+c_X ,
$$

where $\varepsilon_X$ is now the bulk valence edge.

To find $c_X$, choose a reference $R[V]$: a number obtained from the potential in a bulk-like region, such as its mean over a cell. It must follow a uniform shift,

$$
R[V+c]=R[V]+c .
$$

Write $R_X=R[V_X]$ for the bulk value and $R_X^{\rm int}$ for the value deep inside X in the interface calculation. Then

$$
R_X^{\rm int}=R[V_X+c_X]=R_X+c_X
\quad\Longrightarrow\quad c_X=R_X^{\rm int}-R_X .
$$

Insert this in both edges and subtract:

$$
\begin{aligned}
\Delta E_v&=(\varepsilon_A+R_A^{\rm int}-R_A)-(\varepsilon_B+R_B^{\rm int}-R_B)\\
&=\underbrace{(\varepsilon_A-R_A)-(\varepsilon_B-R_B)}_{\text{band term}}
+\underbrace{R_A^{\rm int}-R_B^{\rm int}}_{\text{step}} .
\end{aligned}
$$

The band term needs the two bulk calculations, and the step needs the interface.

## 4. Independence from the zeros

Shift the three calculations by unrelated constants: $V_A\to V_A+\alpha$, $V_B\to V_B+\beta$, $V_{\rm int}\to V_{\rm int}+\gamma$. Each bulk edge and its reference move together:

$$
(\varepsilon_A+\alpha)-(R_A+\alpha)=\varepsilon_A-R_A,
\qquad
(\varepsilon_B+\beta)-(R_B+\beta)=\varepsilon_B-R_B .
$$

In the step the third constant cancels:

$$
(R_A^{\rm int}+\gamma)-(R_B^{\rm int}+\gamma)=R_A^{\rm int}-R_B^{\rm int}.
$$

The band term and the step are separately invariant under changes of zero, and so is their sum. This is the required proof.

The shift property of $R$ is essential. If a quantity obeyed $R[V+c]=R[V]+\eta c$ with $\eta\ne1$, the first bracket would change by $(1-\eta)\alpha$, and the arbitrary zero would return.

## 5. A change of reference is a different operation

A change of zero shifts a potential. A change of reference selects another feature of the same potential. Let

$$
R'_X=R_X+d_X ,
$$

where $d_X$ is a difference between two features of bulk X, for instance the ion-plane value minus the cell mean. A constant cancels in $d_X$, so the deep interface region has the same difference: $R_X^{\prime\,\rm int}=R_X^{\rm int}+d_X$. The two parts become

$$
\begin{aligned}
\text{band term}'&=\text{band term}-(d_A-d_B),\\
\text{step}'&=\text{step}+(d_A-d_B).
\end{aligned}
$$

The parts change and the sum does not. A statement such as "the interface step is 2.7 eV" is therefore incomplete until the reference is named.

## 6. Extracting the step: the macroscopic average

In a three-dimensional calculation, one first averages the potential over planes parallel to the interface. The result $v(z)$ still oscillates with the lattice. A box average of length $a$,

$$
\bar v(z)=\frac1a\int_{-a/2}^{a/2}v(z+s)\,ds ,
$$

acts on a Fourier component $e^{iqz}$ as

$$
\frac{e^{iqz}}a\int_{-a/2}^{a/2}e^{iqs}ds
=e^{iqz}\,\frac{e^{iqa/2}-e^{-iqa/2}}{iqa}
=e^{iqz}\,\frac{\sin(qa/2)}{qa/2}.
$$

A crystal of period $a$ has $q=2\pi m/a$ with integer $m$. For $m\neq0$ the numerator is $\sin(\pi m)=0$, while for $q\to0$ the factor is 1. The box removes the lattice oscillation and keeps the mean.

The periods $a_A$ and $a_B$ generally differ, so both boxes are applied. Their factors multiply, and the order is irrelevant. Together they reach over a window of total length $a_A+a_B$. Where this window lies inside a bulk-like region, the result is flat and equals the cell mean.

One box is not enough. In the example $a_A=6$ and $a_B=5$ bohr. The A box multiplies the first harmonic of B by $\sin(1.2\pi)/(1.2\pi)=-0.156$, not by zero. The ripple left in B is 2.86 eV from minimum to maximum, comparable with the offset itself. With both boxes it falls below the printed resolution of 0.0001 meV.

## 7. The electrostatic step as a charge moment

In atomic units the electrostatic potential obeys $\phi''=-4\pi\rho$, where $\rho$ is positive for ions and negative for electrons. An electron has energy $v=-\phi$, hence

$$
v''=4\pi\rho .
$$

The box averages commute with derivatives, so $\bar v''=4\pi\bar\rho$. Put the centre of layer A at $z=0$ and that of layer B at $z=D$. In a mirror-symmetric supercell the averaged field vanishes at both centres. Integrating once from $z=0$ gives

$$
\bar v'(z)=4\pi\int_0^z\bar\rho(z')\,dz' .
$$

Integrate again and exchange the order of integration. A charge at $z'$ contributes for all $z$ between $z'$ and $D$, a length $D-z'$:

$$
\bar v(D)-\bar v(0)=4\pi\int_0^D(D-z')\bar\rho(z')\,dz' .
$$

The condition $\bar v'(D)=0$ says that $\int_0^D\bar\rho\,dz'=0$, so the term with $D$ drops out. Reversing the sign to obtain A minus B,

$$
\bar v_A-\bar v_B=4\pi\int_0^D z\,\bar\rho(z)\,dz .
$$

The sign can be checked directly: positive charge displaced towards B lowers the electron energy in B and makes the left side positive.

This moment is not simply a measure of electron transfer. Consider crystals built from rigid, neutral, mirror-symmetric planes. One plane has charge density $\lambda(z)$, and its potential vanishes on both sides outside the charge. Two integrations by parts, with vanishing boundary terms, give

$$
\int v\,dz=-\int z\,v'\,dz=\frac12\int z^2v''\,dz
=2\pi Q,\qquad Q=\int z^2\lambda\,dz .
$$

With one plane per period, the cell mean is $2\pi Q/a$. Such crystals placed side by side have the step

$$
\bar v_A-\bar v_B=2\pi\left(\frac{Q_A}{a_A}-\frac{Q_B}{a_B}\right),
$$

although no charge has crossed the interface. In this rigid limit the step does not depend on the distance between the crystals. For bodies that are each neutral, a dependence on distance signals a rearrangement of charge. A body with a net charge per area, as at a polar termination, changes the moment even when moved rigidly.

## 8. The model calculation

The example takes round parameters and represents no particular material. Each period holds one plane of Gaussian ions that supplies two electrons per in-plane cell of area $S=20$ bohr². Electrons move along $z$, and in-plane dispersion is omitted. This omission is what makes the model crystals insulators. The potential is uniform in the plane, so free in-plane motion would add a kinetic energy with no gap, reaching $\pi^2/2S=6.7$ eV at the edge of a square in-plane zone, and both crystals would be metals. The edges and gaps below belong to the motion along $z$ alone. In atomic units,

$$
-\tfrac12\psi_i''+v\psi_i=\varepsilon_i\psi_i,\qquad
n=\frac2S\sum_i^{\rm occ}|\psi_i|^2,
$$

$$
v=v_{\rm es}+v_{\rm sr}-\left(\frac{3n}{\pi}\right)^{1/3}.
$$

The last term is local exchange; correlation is omitted. The ionic charges have Gaussian widths 0.8 bohr in A and 0.7 bohr in B. The short-range term $v_{\rm sr}$ is zero in A. In B it is a Gaussian well of depth 10 eV and width 0.7 bohr at each ion plane. The main supercell has 17 periods of each crystal, a length of 187 bohr, and two mirror-image interfaces.

In the bulk calculations the mean of $v_{\rm es}$ is set to zero. Relative to the mean of the total potential, the valence edges are

$$
\begin{aligned}
\varepsilon_A-R_A&=-5.574+6.550=0.976\ \text{eV},\\
\varepsilon_B-R_B&=-10.126+10.353=0.227\ \text{eV}.
\end{aligned}
$$

The band term is $0.976-0.227=0.749$ eV. The supercell gives a step of 2.657 eV in the same reference, so

$$
\Delta E_v=0.749+2.657=3.406\ \text{eV}.
$$

Two other references divide the same offset differently (the electrostatic mean has the shift property of Section 3 when the arbitrary constant is assigned to $v_{\rm es}$):

- mean electrostatic potential: $4.553-1.147=3.406$ eV;
- total potential at the ion plane: $-4.791+8.197=3.406$ eV.

The rule of Section 5 can be followed in numbers. Going from the mean total to the mean electrostatic potential, $d_A=6.5495$ eV and $d_B=10.3529$ eV, so $d_A-d_B=-3.8034$ eV. The band term rises to $0.7494+3.8034=4.5528$ eV, and the step falls to $2.6565-3.8034=-1.1469$ eV.

Mixing the two references would be an error. The band term of the first with the step of the second gives $0.749-1.147=-0.398$ eV. This is 3.803 eV below the correct offset and has the wrong sign.

The opening numbers are now explained. When the zero is placed at a reference feature, $R_X=0$ and the raw difference equals the band term for that feature. Zeros at the cell boundary give 3.602 eV, which happens to lie near the offset. The boundary value used as a reference would still leave a step of $3.406-3.602=-0.196$ eV, which only an interface calculation can supply.

## 9. A road without bulk calculations or averages

The offset can also be read from the supercell alone. Take the potential of one cell at the centre of a layer and repeat it periodically. Its band edges are already on the common energy scale.

Let $M(E)$ be the matrix that carries $(\psi,\psi')$ across this cell. The equation has no first-derivative term, so the Wronskian of two solutions is constant and $\det M=1$. A Bloch state is multiplied by $e^{ika}$ across the cell, and its partner by $e^{-ika}$. Therefore

$$
\operatorname{tr}M=e^{ika}+e^{-ika}=2\cos ka .
$$

As the energy rises, the first band starts at trace $2$ and ends where the trace first reaches $-2$. The next passage through $-2$ is the bottom of the second band. With one filled band per crystal, these are the valence and conduction edges.

This gives $E_v^A=-6.094$ eV and $E_v^B=-9.500$ eV, and again $\Delta E_v=3.406$ eV. The test required agreement within 1 meV for every reference and every bulk zero.

The constants of Section 3 follow by subtracting the bulk edges: $c_A=-6.0937+5.5735=-0.5202$ eV and $c_B=-9.4995+10.1264=0.6269$ eV. Their difference is the electrostatic step, about $-1.15$ eV, because the bulk electrostatic means are zero. The charge moment of Section 7 gives $-1.147$ eV as well. The assumption behind $c_X$ was tested too: deep in the layers, $V_{\rm int}-V_X$ varies by 0.0003 meV in A and 0.005 meV in B.

The local edges should also govern the actual supercell states. The valence edge of A is higher, so the top occupied states are valence states confined in A; emptying one of them leaves a confined hole. For a parabolic band and one effective width,

$$
E_n=E_v^A-n^2C,\qquad n=1,2,\ldots
$$

Then $E_1-E_2=3C$, and

$$
E_v^A=E_1+C=E_1+\frac{E_1-E_2}{3}.
$$

With $E_1=-6.115$ eV and $E_2=-6.177$ eV, the printed levels extrapolate to $-6.094$ eV. For this layer of 17 periods it agrees with the transfer-matrix edge within 1 meV. The band is only approximately parabolic, so the extrapolation is less accurate for a thinner layer, whose levels lie deeper in the band. The highest level itself lies 21 meV below the edge, a shift due to confinement. Using supercell levels directly as band edges would include this thickness effect; the bulk edges in the decomposition do not.

## 10. What the interface can change

With 11 periods of each crystal instead of 17, the offset is the same to the printed digits. Widening each interface by 1 bohr in this thinner supercell lowers the step from 2.657 to 2.625 eV and the offset from 3.406 to 3.374 eV. The direct edges confirm the new offset. The bulk terms are the same numbers as before, so the whole change of about $-0.03$ eV comes through the step.

Its origin can be narrowed further. The exchange and short-range parts have bulk values deep in each layer, so their contribution to the step is fixed. The change is electrostatic. Section 7 showed that rigid neutral planes would give no change; the electron density near the interface must have rearranged.

The opposite limit is complete separation. Suppose that both bodies are neutral, no charge passes between them, and the vacuum between them has no field. Each edge can then be measured from the common vacuum level, $E_v^X=E_{\rm vac}-I_X$, where $I_X$ is the depth of the valence edge below vacuum. Hence

$$
\Delta E_v=(E_{\rm vac}-I_A)-(E_{\rm vac}-I_B)=I_B-I_A .
$$

This is the same decomposition with two free surfaces in place of the interface. It predicts the offset of a bonded interface only if bonding leaves the total step unchanged.

## 11. Conduction edges, corrected gaps and fields

Adding the gap to each valence edge gives

$$
\begin{aligned}
\Delta E_c&=(E_v^A+E_g^A)-(E_v^B+E_g^B)\\
&=\Delta E_v+E_g^A-E_g^B\\
&=3.406+5.082-9.313=-0.825\ \text{eV}.
\end{aligned}
$$

The direct edges give the same value. The conduction edge of A lies below that of B and its valence edge lies above, so the gap of A is inside the gap of B. In this model the barriers from A into B, for motion along $z$, are 0.83 eV for electrons and 3.41 eV for holes.

These are Kohn–Sham edges, which in general are not the energies for adding or removing an electron. If a self-energy calculation moves the bulk valence edges by $\delta_A$ and $\delta_B$, each measured at a fixed potential reference, then

$$
\Delta E_v^{\rm corr}=\Delta E_v+\delta_A-\delta_B .
$$

This keeps the step of the original density. It is justified when the correction leaves the interface charge nearly unchanged. Correcting the gaps alone is insufficient, because a gap does not tell how its change is shared between the two edges.

A macroscopic field breaks assumption 4. The averaged references then become lines, $R_X^{\rm int}(z)=r_X+F_Xz$, and must be extrapolated to a stated interface plane $z_0$:

$$
\text{step}(z_0)=r_A-r_B+(F_A-F_B)z_0 .
$$

Moving the plane by $\delta z$ changes the step by $(F_A-F_B)\delta z$. Unless the two slopes are equal, the offset is defined only together with the plane. This ambiguity is physical in origin and is not removed by the invariance proof, which concerns constants.

Strain needs similar care. If the bulk calculation uses a relaxed crystal while the layer is strained, $V_{\rm int}-V_X$ is no longer constant, and $c_X$ has no unique value. The flatness of this difference deep in each layer is therefore a useful check before an offset is quoted. The values for the present model are in the numerical output below.

## Calculated quantities

```
In-plane cell area: 20.0 bohr^2
Period A: 6.0 bohr
Ion width A: 0.8 bohr
Short-range depth A: 0.0 eV
Period B: 5.0 bohr
Ion width B: 0.7 bohr
Short-range depth B: 10.0 eV
Short-range width: 0.7 bohr
Thick supercell length (17 + 17 cells): 187.0 bohr
Bulk A valence edge, raw: -5.5735 eV
Bulk A mean total potential, raw: -6.5495 eV
Bulk A valence edge minus mean: 0.9760 eV
Bulk A gap: 5.0816 eV
Bulk B valence edge, raw: -10.1264 eV
Bulk B mean total potential, raw: -10.3529 eV
Bulk B valence edge minus mean: 0.2266 eV
Bulk B gap: 9.3129 eV
Reference mean total: band term 0.7494 eV, step 2.6565 eV, offset 3.4059 eV
Reference mean electrostatic: band term 4.5528 eV, step -1.1469 eV, offset 3.4059 eV
Reference ion plane: band term -4.7907 eV, step 8.1966 eV, offset 3.4059 eV
Bulk zero at cell mean: raw edge difference 0.7494 eV, offset 3.4059 eV
Bulk zero at cell boundary: raw edge difference 3.6019 eV, offset 3.4059 eV
Bulk zero at ion plane: raw edge difference -4.7907 eV, offset 3.4059 eV
Bulk cell mean, then A raised 7 eV: raw edge difference 7.7494 eV, offset 3.4059 eV
Direct valence edge A in supercell: -6.0937 eV
Direct valence edge B in supercell: -9.4995 eV
Direct valence offset A-B: 3.4059 eV
Conduction offset A-B, decomposition: -0.8254 eV
Conduction offset A-B, direct: -0.8254 eV
Highest occupied supercell level: -6.1149 eV
Second highest occupied level: -6.1765 eV
Valence edge A extrapolated from levels: -6.0943 eV
Deep potential mismatch A: 0.0003 meV
Deep potential mismatch B: 0.0053 meV
Ripple in B, filter A only: 2.8597 eV
Ripple in B, both filters: 0.0000 meV
Total step from filtered plateaus: 2.6565 eV
Electrostatic step from charge moment: -1.1469 eV
Offset, thin supercell (11 + 11 cells): 3.4059 eV
Step, thin supercell: 2.6565 eV
Step, interfaces widened by 1 bohr: 2.6250 eV
Offset, widened interfaces: 3.3744 eV
Direct offset, widened interfaces: 3.3744 eV
```
